# Why a self-consistent local-density calculation has no image tail

An electron is held one nanometre outside a clean metal surface. The metal's electrons shift until the field inside vanishes, leaving positive charge on the surface, and the electron is attracted to it. For a metal with roughly the valence density of aluminium, this lowers its energy by about 0.39 eV. This lowering of the energy falls off only as the inverse of the distance, and it rounds the top of the barrier over which electrons leave a metal.

Now suppose that the same surface is treated by density-functional theory in the local-density approximation (LDA), iterated until density and potential agree. It is natural to expect the image attraction in the resulting potential. The image force is a screening effect, the metal's electrons are free to rearrange in the calculation, and self-consistency means that the rearrangement has been carried to the end. A large enough vacuum region and a tight convergence should then reveal the tail.

They do not. The LDA potential outside the metal vanishes exponentially, because it follows the electron density. The electrons in the calculation do screen, but they screen external charges. The image tail belongs to a different object: the response of the metal to the very electron whose potential is wanted.

## The energy that is missing

I use Hartree atomic units in the derivations and nanometres and electronvolts for results. The vacuum level is zero, and \(z\) is the distance outside the edge of the metal's positive charge.

Let an electron, of charge \(-1\), stand at distance \(d\) from a perfectly conducting plane. The field at the plane is that of the electron and an opposite charge at its mirror position. Their normal components add, and the induced surface charge density is the field divided by \(4\pi\):

\[
\sigma(\rho)=\frac{d}{2\pi(\rho^2+d^2)^{3/2}} .
\]

The potential energy of the electron in the field of this charge is

\[
-\int_0^\infty \frac{\sigma(\rho)\,2\pi\rho\,d\rho}{\sqrt{\rho^2+d^2}}
=-d\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^2}=-\frac{1}{2d}.
\]

The induced charge is proportional to the charge that induces it. If the electron's charge is built up from 0 to its full value by a factor \(\lambda\), the work is \(\int_0^1\lambda\,d\lambda\,(-1/2d)\), so that

\[
V_{\rm im}=-\frac{1}{4d},\qquad d=z-z_0 .
\]

In ordinary units this is \(-e^2/(16\pi\varepsilon_0 d)\), or \(-0.36\) eV nm divided by \(d\). The length \(z_0\) places the effective conducting plane and is determined below. The law holds for distances large compared with the electronic structure of the surface; it cannot be continued to \(d=0\).

This is the classical energy of a distant charge. I do not derive the exact Kohn–Sham potential here. The question is whether the LDA potential contains this term.

## What the local approximation sees

The Kohn–Sham potential of a surface without applied field is \(v=v_H+v_{xc}\). The first part is the electrostatic energy of an electron in the average charge distribution. The second is, in the LDA,

\[
v_{xc}=\frac{d}{dn}\bigl[n\,\varepsilon_{xc}(n)\bigr],
\]

where \(\varepsilon_{xc}\) is the exchange-correlation energy per electron of a uniform gas with the local density \(n\).

Exchange has \(\varepsilon_x=-\tfrac34(3n/\pi)^{1/3}\). Since \(n\varepsilon_x\) varies as \(n^{4/3}\), the derivative supplies a factor \(4/3\), and \(v_x=-(3n/\pi)^{1/3}\).

For correlation I take the Perdew–Zunger form. With \(r_s=(3/4\pi n)^{1/3}\) and \(r_s\ge1\), which covers the whole surface region treated here,

\[
\varepsilon_c=\frac{\gamma}{D},\qquad D=1+\beta_1\sqrt{r_s}+\beta_2r_s ,
\]

with \(\gamma=-0.1423\), \(\beta_1=1.0529\) and \(\beta_2=0.3334\). Because \(r_s\propto n^{-1/3}\), the operator \(n\,d/dn\) equals \(-(r_s/3)\,d/dr_s\). Therefore

\[
v_c=\varepsilon_c-\frac{r_s}{3}\frac{d\varepsilon_c}{dr_s}
=\frac{\gamma}{D}+\frac{\gamma}{D^2}\left(\frac{\beta_1\sqrt{r_s}}{6}+\frac{\beta_2r_s}{3}\right)
=\gamma\,\frac{1+\frac76\beta_1\sqrt{r_s}+\frac43\beta_2r_s}{D^2}.
\]

Each term of the numerator is at most \(4/3\) of the matching term of \(D\), and \(D>\beta_2r_s\). Hence \(|v_c|\le 4|\gamma|/(3\beta_2r_s)\). Inserting \(1/r_s=(4\pi n/3)^{1/3}\) and adding exchange gives

\[
|v_{xc}|\le C\,n^{1/3},\qquad
C=\left(\frac3\pi\right)^{1/3}+\frac{4|\gamma|}{3\beta_2}\left(\frac{4\pi}{3}\right)^{1/3}=1.902 .
\]

At low density the term \(\beta_2r_s\) dominates \(D\), and \(v_{xc}\to-Cn^{1/3}\).

This has a simple picture. An electron is accompanied by a hole, a region from which other electrons are missing. The LDA borrows the hole of a uniform gas. That hole is centred on the electron and has a radius of order \(r_s\), so its energy is of order \(-1/r_s\). For an electron far outside a metal, the other electrons are missing from the metal surface, at a distance of order \(d\), and the energy is of order \(-1/d\). The LDA takes its length from the local density, through \(r_s\), and \(r_s\) grows exponentially outside the metal while \(d\) grows only linearly.

## The density must decay exponentially

It remains to show that \(n\) is exponentially small. Let the metal be at zero temperature with work function \(\Phi>0\), and let the potential depend on \(z\) alone and tend to zero outside. It may do so slowly; an image tail is allowed. The motion normal to the surface obeys

\[
\psi''=(\kappa_i^2+2v)\psi,\qquad \kappa_i^2=-2\varepsilon_i ,
\]

where \(\varepsilon_i\) is the energy of the normal motion. For every occupied state \(\varepsilon_i\le-\Phi\), so \(\kappa_i\ge\kappa\) with \(\kappa=\sqrt{2\Phi}\).

Choose any positive \(\kappa'<\kappa\). Since \(v\to0\), there is a distance \(z_1\) beyond which \(\kappa^2+2v>\kappa'^2\). Compare \(\psi\) with an exponential by defining

\[
w=\psi-|\psi(z_1)|\,e^{-\kappa'(z-z_1)} .
\]

At \(z_1\) this is not positive, and at infinity it vanishes. If \(w\) were positive anywhere beyond \(z_1\), it would have a positive maximum, where \(w''\le0\). But \(\psi>0\) there, and so \(w''>\kappa'^2\psi-\kappa'^2(\psi-w)=\kappa'^2w>0\), a contradiction. Thus \(w\le0\). The same argument applies to \(-\psi\). Squaring and summing over occupied states gives

\[
n(z)\le n(z_1)\,e^{-2\kappa'(z-z_1)},\qquad
|v_{xc}(z)|\le C\,n(z_1)^{1/3}e^{-2\kappa'(z-z_1)/3}.
\]

This refutes the belief for every self-consistent solution of the stated kind. It also says what happens during the iteration: if a potential with an image tail is put in, the exchange-correlation potential that comes out has none.

## The electrostatic part cannot help

Could the Hartree potential supply the tail? Outside the positive background, Poisson's equation for the potential energy of an electron is \(v_H''=-4\pi n\). A neutral surface without applied field has \(v_H\) and \(v_H'\) zero at infinity. Integrating inwards twice,

\[
v_H'(z)=4\pi\int_z^\infty n(z')\,dz',\qquad
v_H(z)=-4\pi\int_z^\infty (z'-z)\,n(z')\,dz'.
\]

For a density falling as \(e^{-2\kappa z}\), the last integral is \(n(z)/(4\kappa^2)\), so \(v_H\simeq-\pi n/\kappa^2\). This is proportional to \(n\), not to \(n^{1/3}\), and vanishes faster than \(v_{xc}\). The average charge distribution of a neutral surface has no memory of where one particular electron is.

## The form of the tail for a thick metal

For a semi-infinite metal the decay can be made more precise. Normalize the normal waves to \(\sin(kz+\delta)\) deep inside, with \(z<0\) in the metal. In a length \(\ell\) the squared normalization is \(2/\ell\) and the spacing of \(k\) is \(\pi/\ell\), which together give \((2/\pi)\,dk\). For each \(k\), the parallel wavevectors fill a disc of area \(\pi(k_F^2-k^2)\); with two spins this gives \((k_F^2-k^2)/2\pi\) electrons per area. Hence

\[
n(z)=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\,|\psi_k(z)|^2\,dk .
\]

Take first a step barrier of height \(V_0=k_F^2/2+\Phi\) at \(z=0\). Outside, \(\psi_k=Be^{-\kappa_kz}\) with \(\kappa_k^2=2V_0-k^2\). Continuity of value and slope gives \(\sin\delta=B\) and \(k\cos\delta=-\kappa_kB\), so \(B^2=k^2/(k^2+\kappa_k^2)=k^2/2V_0\).

Far outside, the slowest decay wins, and that belongs to \(k\) near \(k_F\). With \(k=k_F-q\), to leading order \(k_F^2-k^2\simeq2k_Fq\) and \(\kappa_k\simeq\kappa+k_Fq/\kappa\). Then

\[
n\simeq\frac{k_F^2}{2\pi^2V_0}e^{-2\kappa z}\int_0^\infty2k_Fq\,e^{-2k_Fqz/\kappa}dq
=\frac{k_F\kappa^2}{4\pi^2V_0}\,\frac{e^{-2\kappa z}}{z^2}.
\]

The factor \(z^{-2}\) arises because few electrons have all their kinetic energy in the normal motion. With the example's \(k_F\) and \(\Phi\) given below, numerical integration of the full expression exceeds this law by 2.2% at 5.3 nm and by 1.1% at 10.6 nm.

The self-consistent barrier is smooth, but its tail is exponentially small, so each wave still approaches a multiple of \(e^{-\kappa_kz}\). The multiple at \(k_F\) cannot be zero, since a solution with no decaying part would vanish everywhere. The coefficient changes and the form remains:

\[
v_{xc}\sim-\,{\rm const}\times z^{-2/3}e^{-2\kappa z/3}.
\]

## A slab in numbers

Consider jellium, a metal whose ions are smeared into a uniform background, with 180 electrons per nm³ (\(r_s=2.08\), \(k_F=17.5\) nm⁻¹). The slab is 1.9 nm thick, with 2.5 nm of vacuum on each side, closed by hard walls. I solved the LDA equations on a grid with finite differences, iterating until input and output potentials agreed to \(10^{-8}\) hartree. The work function is 3.80 eV; it oscillates with thickness, between 3.73 and 3.82 eV for slabs of 1.7 to 3.0 nm. The grid step is 0.0053 nm. In the limit of zero step the level quoted below rises by 3 meV, the densities at 1.5 and 2.0 nm by 0.6% and 0.8%, and \(|v_{xc}|\) there by up to 0.3%. The four digits shown serve only to form the decay rates, which move by less than 0.1%.

In a slab the normal motion has discrete levels \(\varepsilon_i\), and each occupied one contributes \((E_F-\varepsilon_i)|\psi_i|^2/\pi\) to the density. Far outside, the highest occupied level dominates, without a factor \(z^{-2}\). Here it lies at \(-4.831\) eV, which is 0.178 hartree below vacuum, so \(\kappa_N=\sqrt{2\times0.1775}=0.596\) per bohr, or 11.26 nm⁻¹.

The image energies below use \(z_0=0.080\) nm, found in the next section.

| Distance (nm) | \(n\) (nm⁻³) | LDA \(v_{xc}\) (eV) | Image (eV) |
|---|---|---|---|
| 0.5 | 8.8×10⁻⁴ | −0.230 | −0.856 |
| 1.0 | 9.0×10⁻⁹ | −0.0056 | −0.391 |
| 1.5 | 1.117×10⁻¹³ | −1.314×10⁻⁴ | −0.253 |
| 2.0 | 1.429×10⁻¹⁸ | −3.083×10⁻⁶ | −0.187 |

Between 1.5 and 2.0 nm the density decays at the rate \(\ln(1.117\times10^{-13}/1.429\times10^{-18})/0.5=22.53\) nm⁻¹; the level energy predicts \(2\kappa_N=22.52\) nm⁻¹. The potential decays at \(\ln(1.314\times10^{-4}/3.083\times10^{-6})/0.5=7.505\) nm⁻¹, against a predicted \(2\kappa_N/3=7.507\) nm⁻¹. At 1.5 nm the image energy is about 1900 times the LDA potential. The Hartree part is already only \(-3\times10^{-10}\) eV at 1.0 nm.

The iteration can also be started with the tail in place. I gave it a flat well joined to \(-1/4x\), with \(x\) measured from 1 bohr outside the edge. At 1.5 nm this starting potential is \(-0.249\) eV. After one pass through the LDA equations the potential there is \(-1.7\times10^{-4}\) eV. Self-consistency does not build the tail up; it removes it.

## The screening that is present

The belief contains something true. Apply a weak uniform field to the slab, pushing electrons along \(-z\) with force \(F\). An ideal conductor bounded by planes a distance \(z_0\) outside each edge carries sheet charges of magnitude \(F/4\pi\) on them. For a slab of thickness \(L\), its dipole per area is therefore

\[
|p|=\frac{F}{4\pi}(L+2z_0).
\]

The self-consistent LDA density in a field of 1 MV/cm gives a dipole corresponding to \(z_0=0.080\) nm. The charge induced on one half of the slab is 1.005 times \(F/4\pi\), so the field at the centre is screened to within about half a percent of its applied value. Both numbers oscillate with thickness: for slabs of 1.7 to 3.0 nm, \(z_0\) lies between 0.078 and 0.081 nm and the induced charge between 0.992 and 1.005 times \(F/4\pi\).

A distant external charge produces a field that varies slowly along the surface, so the metal responds locally as to a uniform field. In linear response and at large distance, the change in total energy is then \(-Q^2/[4(z-z_0)]\) for a charge \(Q\). The charge must not bind an electron: a unit positive point charge has a level below the Fermi energy, and a ground-state calculation neutralizes it. Thus the LDA does describe image attraction as an energy difference between calculations with the charge at different places. It does not place that energy in the potential acting on the metal's own electrons when no external charge is present.

## What it does to a barrier

Let the field now pull electrons away from the metal. With the image law, the potential energy at distance \(x\) from the image plane is \(-1/4x-Fx\). Its maximum is at \(1/4x^2=F\), or \(x=1/(2\sqrt F)\), where each term equals \(-\sqrt F/2\). The barrier is lowered by \(\sqrt F\). At 1 MV/cm, which is 0.1 V/nm, this is 0.379 eV, with the top at 1.90 nm.

In the LDA calculation with the same field, the top lies 0.887 nm from the edge, or 0.807 nm from the image plane, and the lowering is 0.094 eV (0.093 to 0.097 eV for slabs of 1.7 to 3.0 nm). Its size can be understood by writing the tail as \(-Ae^{-\alpha x}\). At the top, \(\alpha Ae^{-\alpha x_t}=F\), so

\[
\Delta\Phi=Fx_t+Ae^{-\alpha x_t}=F\left(x_t+\frac1\alpha\right),\qquad
x_t=\frac1\alpha\ln\frac{\alpha A}{F}.
\]

With \(\alpha\simeq7.5\) nm⁻¹ this is \(0.1\times(0.807+0.133)=0.094\) eV. For weak fields the LDA lowering thus falls as \(F\ln(1/F)\), faster than \(\sqrt F\). At 1 MV/cm the LDA barrier is 0.29 eV higher than the image law gives.

In a contact to a semiconductor of relative permittivity \(\varepsilon\), a carrier's image energy is \(-1/(4\varepsilon d)\), and the same maximization gives \(\sqrt{F/\varepsilon}\). For \(\varepsilon=11.7\), roughly silicon, it is 0.11 eV at 1 MV/cm. The exponential law does not carry over, because the valence density does not vanish inside the semiconductor. The cause does: where the density has returned to its bulk value, the LDA \(v_{xc}\) has its bulk value too, whatever the distance to the metal. The image lowering must be added separately. A field of 1 MV/cm is high for silicon, beyond avalanche breakdown at moderate doping; at 0.1 MV/cm the lowering is 0.035 eV.

## How far the example can be trusted

Aluminium has ions, and its measured work function is roughly 4.2 eV. That gives \(\kappa=10.5\) nm⁻¹, against 9.98 nm⁻¹ from the jellium work function. The slab's 11.26 nm⁻¹ is larger than both because its highest level happens to lie 1.03 eV below the Fermi energy. The decay length \(3/2\kappa\) of the potential is accordingly 0.133 nm for the slab. For a thick metal it approaches 0.14 to 0.15 nm far outside; at 1 nm the local decay length is still about 8% shorter, the factor \(z^{-2/3}\) alone giving 9% and the remaining departure of \(v_{xc}\) from \(n^{1/3}\) taking back about 1%. None of these changes turns an exponential into an inverse distance.

Temperature sets a genuine limit. A normal energy \(E\) above the Fermi level contributes to the tail with weight \(e^{aE}\), where \(a=2z/\kappa\), and with a parallel occupation proportional to \(k_BT\ln(1+e^{-E/k_BT})\). Relative to zero temperature, integration by parts gives the density factor

\[
a\int_{-\infty}^{\infty}\frac{e^{aE}\,dE}{1+e^{E/k_BT}}=\frac{\pi ak_BT}{\sin(\pi ak_BT)} .
\]

At 1 nm and 300 K this is 1.008. This factor rests on a decay constant expanded to first order in \(E\), so it describes only electrons near the Fermi level. Electrons excited to the vacuum level are rarer by \(e^{-\Phi/k_BT}\), but their density hardly decays with distance, whereas the density from the Fermi level falls as \(e^{-2\kappa z}\). The two exponents are equal at \(z=\Phi/(2\kappa k_BT)=\kappa/(4k_BT)\), about 7 nm out. Beyond that the excited electrons take over and the zero-temperature decay law fails. By then the LDA potential has long been negligible, while the image energy is still about 0.05 eV.
